# Loop-pair correction to the mean transmission of a chaotic cavity

## A cavity with six channels

Take a cavity with two channels in lead 1 and four in lead 2. If motion inside is so chaotic that an entering particle forgets its channel, it leaves through each of the six channels with probability $1/6$. The transmission summed over the channels of both leads is then $2\cdot4/6=4/3$.

Interference spoils this count even after averaging. Every path that returns to its own entrance channel has a time-reversed twin with the same action. The two amplitudes add, and the return probability doubles. Let $p$ be the probability of leaving through any one of the other five channels. Conservation of particles requires

$$2p+5p=1,\qquad p=\tfrac17,\qquad T=2\cdot4\cdot p=\tfrac87 .$$

The transmission has dropped from 1.333 to 1.143. For $N_1$ and $N_2$ channels, with $N=N_1+N_2$, the same count gives

$$\frac{N_1N_2}{N+1}=\frac{N_1N_2}{N}-\frac{N_1N_2}{N^2}+\frac{N_1N_2}{N^3}-\dots \tag{1}$$

This argument says that transmission must fall, but not which transmitted paths interfere destructively. They are pairs of trajectories that differ in the sense in which one loop is run through, called Richter-Sieber pairs. Their sum gives the second term of (1), the leading correction for large $N$.

## Conventions and the diagonal term

The cavity is two-dimensional, with time-reversal symmetry and no spin-orbit coupling. The leads are ideal: an open channel enters without reflection. $T$ is the transmission per spin, averaged over an energy window that is classically small but contains many oscillations of the interference terms. The semiclassical amplitude from channel $a$ to channel $b$ is

$$t_{ba}=\sum_{\gamma:a\to b}A_\gamma e^{iS_\gamma/\hbar},\qquad
T=\sum_{a,b}\sum_{\gamma,\gamma'}A_\gamma A_{\gamma'}^*e^{i(S_\gamma-S_{\gamma'})/\hbar}.$$

Let $\Omega$ be the volume of the energy shell and $T_H=\Omega/(2\pi\hbar)$ the Heisenberg time. For free motion in an area $\mathcal A$,

$$\Omega=\int d^2q\,d^2p\;\delta\!\left(E-\frac{p^2}{2m}\right)=2\pi m\mathcal A,\qquad T_H=\frac{m\mathcal A}{\hbar}.$$

An opening of width $W$ admits transverse momenta from $-\hbar k_F$ to $\hbar k_F$, a phase-space area $2\hbar k_FW$. It carries $k_FW/\pi$ channels, so each channel has area $2\pi\hbar$. For ergodic motion the escape rate per channel is this area divided by $\Omega$, which is $1/T_H$. The total rate is $N/T_H$, and the dwell time is $\tau_D=T_H/N$.

The terms $\gamma'=\gamma$ form the diagonal approximation. They add classical probabilities: a particle survives to time $t$ with probability $e^{-t/\tau_D}$ and then leaves through channel $b$ at rate $1/T_H$. Hence

$$T_{\rm diag}=\frac{N_1N_2}{T_H}\int_0^\infty dt\,e^{-t/\tau_D}=\frac{N_1N_2}{N}. \tag{2}$$

## The pairs and their action difference

Let $\gamma$ consist of an entrance leg, a loop and an exit leg, such that the stretch just before the loop and the stretch just after it are close together and nearly antiparallel. This close passage is the encounter. The partner $\gamma'$ has the same legs but runs through the loop backwards, which time-reversal symmetry permits.

To compare the actions, reverse the second stretch so that both stretches point the same way, and place a section across them. Use canonical coordinates $(s,u)$ along the stable and unstable directions, with $ds\,du$ equal to phase-space area. The first stretch of $\gamma$ pierces the section at $(0,0)$ and the reversed second stretch at $(s,u)$.

Trajectories with the same past have the same $s$; trajectories with the same future have the same $u$. The first stretch of $\gamma'$ has the past of the first stretch of $\gamma$ but the future of the reversed second one, so it pierces at $(0,u)$. The reversed second stretch of $\gamma'$ pierces at $(s,0)$ for the same reason.

When the end of a trajectory piece moves, its action changes by $\int p\,dq$; when its beginning moves, the change is $-\int p\,dq$. The far ends contribute nothing, because the trajectories converge there. The four pieces of $\gamma'$, compared with those of $\gamma$, give

$$S_{\gamma'}-S_\gamma=
\int_{(0,0)}^{(0,u)}\!p\,dq+\int_{(0,u)}^{(s,u)}\!p\,dq+\int_{(s,u)}^{(s,0)}\!p\,dq+\int_{(s,0)}^{(0,0)}\!p\,dq .$$

The first and third terms come from pasts, the second and fourth from futures. Together they go once round a rectangle of area $|su|$. With the axes oriented suitably,

$$S_\gamma-S_{\gamma'}=su\equiv y. \tag{3}$$

The opposite orientation would change nothing below, since both signs of $y$ occur equally often.

A surface of curvature $-1$ gives a check. At unit momentum, neighbouring geodesics separate according to $\xi''=\xi$, with unstable direction $(1,1)/\sqrt2$ and stable direction $(1,-1)/\sqrt2$ in the plane of $\xi$ and $\xi'$. Stretches that cross at angle $\epsilon$ differ by $(0,\epsilon)$. Both components have size $\epsilon/\sqrt2$, so $|su|=\epsilon^2/2$. For $\epsilon=0.10$ this is 0.005000; direct construction of the partner gives a length difference of 0.005002.

## How many encounters there are

Move along the first stretch in time. The separation $s$ shrinks at the Lyapunov rate $\lambda$ and $u$ grows at the same rate, so $y=su$ stays constant. Let the encounter last while $|s|$ and $|u|$ are both below a classical scale $c$. It begins when $|s|$ falls through $c$.

For ergodic motion, the number of piercings in $ds\,du$ by the reversed trajectory during $dt'$ is $ds\,du\,dt'/\Omega$. At $|s|=c$ they move inward with speed $\lambda c$. During $dt$, the number entering through one side is therefore $\lambda c\,du\,dt\,dt'/\Omega$. There $dy=\pm c\,du$, and there are two sides, $s=\pm c$:

$$dn=\frac{2\lambda}{\Omega}\,dy\,dt\,dt',\qquad |y|<c^2. \tag{4}$$

Encounters are thus uniformly distributed in action difference. An encounter starts with $|u|=|y|/c$ and ends with $|u|=c$, so its duration is

$$t_{\rm enc}=\frac1\lambda\ln\frac{c^2}{|y|}. \tag{5}$$

Equation (4) was tested on an orbit of 2500 steps of the reversible torus map with matrix $\begin{pmatrix}2&1\\1&1\end{pmatrix}$, using points at least 20 steps apart. The orbit had 22759 encounters in the chosen range of $|y|$, against 22619 expected. The lower half of the range held a fraction 0.497.

## Survival during an encounter

If the legs and the loop last $t_1$, $t_3$ and $t_2$, the trajectory spends $t_1+t_2+t_3+2t_{\rm enc}$ in the cavity. The two stretches of the encounter run along nearly the same path. If the first misses the openings, so does the second, provided that their separation is small compared with the openings. The survival probability is therefore

$$e^{-(t_1+t_2+t_3+t_{\rm enc})/\tau_D}, \tag{6}$$

with $t_{\rm enc}$ counted once.

In the same torus map, with a hole covering one tenth of the area, one stretch of eleven points survived with probability 0.305. It survived together with a close neighbour with probability 0.301. Independent survival would give 0.093.

## The sum over pairs

Insert (4) and (6) into the sum rule behind (2). Integrating over the total duration and the two encounter times is the same as integrating over $t_1,t_2,t_3$ from zero to infinity:

$$\delta T=\frac{N_1N_2}{T_H}\left[\int_0^\infty dt\,e^{-t/\tau_D}\right]^3\frac{2\lambda}{\Omega}\,J
=\frac{N_1N_2}{T_H}\,\tau_D^3\,\frac{2\lambda}{\Omega}\,J, \tag{7}$$

$$J=\int_{-c^2}^{c^2}dy\,e^{iy/\hbar}e^{-t_{\rm enc}/\tau_D}
=\int_{-c^2}^{c^2}dy\,e^{iy/\hbar}\left(\frac{|y|}{c^2}\right)^{\alpha},\qquad \alpha=\frac1{\lambda\tau_D}.$$

The last form follows from (5). Put $y=c^2x$ and $K=c^2/\hbar$. The odd part of the exponential cancels, leaving

$$J=2c^2\int_0^1dx\,x^\alpha\cos Kx .$$

The sharp end at $x=1$ would add a term of order $\sin K/K$ to the integral. It comes from the arbitrary edge of the encounter box and oscillates rapidly with energy, so the average removes it. A smooth cutoff at $x\sim1$ does the same. The remaining part comes from small $x$ and follows from a weak exponential cutoff:

$$\int_0^\infty dx\,x^\alpha e^{-(\eta-iK)x}=\frac{\Gamma(1+\alpha)}{(\eta-iK)^{1+\alpha}}
\;\xrightarrow{\eta\to0}\;\frac{\Gamma(1+\alpha)}{K^{1+\alpha}}\,e^{i\pi(1+\alpha)/2}.$$

The real part contains $\cos[\pi(1+\alpha)/2]=-\sin(\pi\alpha/2)$. Since $c^2/K=\hbar$,

$$J=-2\hbar\,\Gamma(1+\alpha)\sin\frac{\pi\alpha}2\,K^{-\alpha}=-\pi\hbar\alpha F,\qquad
F=\Gamma(1+\alpha)\,\frac{\sin(\pi\alpha/2)}{\pi\alpha/2}\,K^{-\alpha}. \tag{8}$$

Now use $\lambda\alpha=1/\tau_D$ and $2\pi\hbar/\Omega=1/T_H$ in (7):

$$\delta T=-\frac{N_1N_2}{T_H}\,\tau_D^3\,\frac{2\pi\hbar}{\Omega}\,\lambda\alpha F
=-N_1N_2\frac{\tau_D^2}{T_H^2}F=-\frac{N_1N_2}{N^2}\,F. \tag{9}$$

For $F\to1$ this is the required correction. The Lyapunov exponent and $c$ then drop out; they enter (9) only through $F$.

The minus sign has a clear origin. With $\alpha=0$, meaning no escape during encounters, the smoothly cut-off integral vanishes and the pairs cancel one another. Escape removes more of the long encounters, those with small $|y|$, whose contributions are positive. A negative remainder is left. If the two stretches survived independently, $\alpha$ in $J$ would become $2\alpha$, and the correction would be twice too large when $\alpha\ln K$ is small.

Equation (9) also shows the order in $1/N$: each leg or loop gives a factor $1/N$, and the encounter gives $N$. Two separate encounters of this kind have five legs and loops and contribute at relative order $1/N^2$.

## When the Ehrenfest time matters

For small $\alpha$, the first two factors of $F$ tend to one and

$$F\simeq K^{-\alpha}=e^{-\tau_E/\tau_D},\qquad \tau_E=\frac1\lambda\ln\frac{c^2}{\hbar}.$$

The Ehrenfest time $\tau_E$ is the duration of an encounter whose action difference is $\hbar$. The universal result needs $\tau_E\ll\tau_D$, which is stricter than $\alpha\ll1$. At $K=200$, numerical integration with a smooth cutoff gives $F=0.558$, 0.943 and 0.994 for $\alpha=0.1$, 0.01 and 0.001. Formula (8) agrees to within 0.0001. In the opposite limit, $\tau_E\gg\tau_D$, the correction disappears and the classical transmission remains.

## Reflection and conservation

Total probability provides an independent check on (9). Reflection into lead 1 has its own loop pairs. Their sum is the same with $N_2$ replaced by $N_1$, giving $-N_1^2/N^2$ at $F=1$. Reflection also contains pairs of a trajectory and its complete time reverse. These connect the same two channels when entrance and exit channels coincide. There are $N_1$ such cases, each adding $1/N$, so

$$\delta R=\frac{N_1}{N}-\frac{N_1^2}{N^2}=\frac{N_1(N-N_1)}{N^2}=\frac{N_1N_2}{N^2}=-\delta T .$$

Random symmetric scattering matrices with $N_1=2$ and $N_2=4$ show the doubled return directly: the mean probability is 0.286 for the entrance channel and 0.143 for another channel. Their mean transmission is $1.144\pm0.001$, against 1.143 from (1). Without the symmetry it is 1.334, against the diagonal value 1.333.

The leading correction is $-8/36=-0.222$, while the full random-matrix shift is $-8/42=-0.190$. In general, the leading term exceeds the full shift by a factor $(N+1)/N$. For one channel in each lead this factor is $3/2$, and (9) is a poor approximation. An implementation for few channels in the universal regime should use $N_1N_2/(N+1)$.

For $N_1=N_2$, $\delta T=-1/4$ whatever the number of channels. Relative to the diagonal term, the correction is $-1/N$ for any division between the leads.

## Magnetic field and dephasing

A weak field $B$ leaves the trajectories almost unchanged but adds a phase. The legs and both encounter stretches are traversed in the same sense by $\gamma$ and $\gamma'$, so their phases cancel. The loop is reversed. If it encloses directed area $a$, the phase difference is $2eBa/\hbar$. After many wall reflections, take $a$ as Gaussian with zero mean and variance $Dt_2$. Then

$$\left\langle e^{2ieBa/\hbar}\right\rangle=e^{-t_2/\tau_B},\qquad \frac1{\tau_B}=\frac12\left(\frac{2eB}{\hbar}\right)^2D .$$

Only the loop integral in (7) changes:

$$\int_0^\infty dt_2\,e^{-t_2(1/\tau_D+1/\tau_B)}=\frac{\tau_D}{1+\tau_D/\tau_B}. \tag{10}$$

The correction is multiplied by $1/(1+\tau_D/\tau_B)$ and halves when $\tau_B=\tau_D$. If inelastic processes dephase the loop at rate $1/\tau_\varphi$, then $1/\tau_\varphi$ adds to $1/\tau_B$.

The loop factor was tested with random matrices for $N_1=N_2=6$. Part of the scatterer was closed by a symmetry-breaking element, set so that the expected factor is $1/2$. The shift changed from $-0.236$ to $-0.120\pm0.004$. Leading theory gives $-0.250$ and $-0.125$, with next-order terms of size 0.021.

## A gate-defined quantum dot

Consider a dot in a semiconductor two-dimensional electron gas, with rough typical parameters: effective mass $0.07\,m_e$, Fermi wavelength 50 nm and temperature 0.1 K. The cavity is a quarter stadium: a square of side 1000 nm joined to a quarter disc of radius $R=1000$ nm. Its area is $1.785\ \mu\mathrm m^2$. Openings of 55 and 105 nm lie on the straight wall facing the arc. Since $k_FW/\pi=2W/\lambda_F$ is 2.2 and 4.2, they carry 2 and 4 channels.

The Heisenberg time is $m\mathcal A/\hbar=1080$ ps, hence $\tau_D=1080/6=180$ ps. The actual widths, without rounding to whole channels, give 169 ps. With $2e^2/h=77.48\ \mu\mathrm S$, which includes spin,

$$G_{\rm diag}=1.333\times77.48=103.3\ \mu\mathrm S,\qquad
\delta G=-0.222\times77.48=-17.2\ \mu\mathrm S .$$

**Classical ergodicity.** Simulated rays have a mean dwell time of 35.15 in units of $R/v$, against 35.06 expected. This mean follows from the geometry and would be the same in a rectangle of equal area with the same openings, so it checks the simulation rather than the chaos. The distribution of dwell times says more: a fraction 0.351 survives beyond the expected dwell time, against $e^{-1}=0.368$. After several dwell times the decay becomes slower than exponential, because rays nearly perpendicular to the two parallel walls can bounce between them for long without reaching an opening. With the openings centred 350 and 750 nm from the corner this wall makes with the wall through the centre of the arc, rays from lead 1 leave through lead 2 with probability $0.654\pm0.005$, against $105/160=0.656$.

Position matters. With the widths and the first opening fixed, the second was moved to the wall through the centre of the arc, 150 nm from that centre. The probability fell to 0.571. The arc images a point near its centre onto the opposite side of the centre, on the same straight wall. Steep rays bounce from there to the arc again, and this second arc reflection brings them back close to the opening. Vertical rays also return from the flat wall opposite. The share of rays from this opening that return to it within four wall hits rose from 0.032 to 0.178. The classical transmission differs from its ergodic value by $2(0.571-0.656)=-0.17$, which is comparable to the quantum correction. An implementation should therefore check the classical splitting before it attributes a deficit to interference.

**Finite times.** The Lyapunov time is 11.2 ps, so $\alpha=11.2/180=0.062$. Taking $c$ at the scale of the whole cavity gives $K=k_FR=126$ and $F=0.72$; halving $c^2$ gives 0.75. These values are only an indication. Equation (6) requires the two stretches to be much closer together than the openings are wide. At an action difference of $\hbar$ their separation is already of order $\sqrt{R/k_F}=89$ nm, comparable with the openings of 55 and 105 nm, so the stretches escape almost independently. A reliable correction for this dot would need a full wave calculation. A rough dephasing time of 1 ns gives a further factor $1/(1+0.18)=0.85$. Taken at face value, the two factors give

$$\delta T\approx-0.222\times0.72\times0.85\approx-0.14,$$

or about $-10\ \mu\mathrm S$. Higher orders in $1/N$ are not included in this product.

**Field.** The simulated area diffusion is $D=0.0034\,R^3v$. The condition $\tau_B=\tau_D$ gives

$$B=\frac{\hbar}{2e}\sqrt{\frac{2}{D\tau_D}}=1.3\ \mathrm{mT}.$$

This is an estimate of the field scale. The areas enclosed in this cavity are not accurately Gaussian, so (10) is only a rough guide here and should not be relied on at fields well above this value. The Earth's field, roughly 0.05 mT, changes the correction by only about one part in a thousand.

**Comparison with real dots.** Micrometre size, a few open channels and sub-kelvin temperatures are ordinary for such devices; the dephasing time varies between samples. Two assumptions are clearly strained here. The openings are not wide compared with the separation of the stretches, so (6) is not justified. Nor are encounters very fast and dephasing very slow compared with the dwell time. The rough factors above would lower the correction by about 40%, but this figure is only an indication. Reflection at the contacts is not included either. An abrupt hard-wall contact noticeably reflects an open channel that lies close to its threshold, such as the highest one in the wider opening; the smooth profile of a real contact changes the amount. Tunnelling through the next closed mode is negligible for a straight hard-wall contact 100 nm long, with a probability below $10^{-7}$. Charging and spin-orbit coupling are left out.

**Averaging.** In the random-matrix ensemble, the transmission fluctuates with an rms of 0.30, more than the mean shift of 0.19. Without thermal smearing, determining that shift to 10% takes about $(0.30/0.019)^2\approx250$ independent samples. Here $k_BT\tau_D/\hbar=2.4$, so thermal smearing already averages over part of the fluctuations. It leaves the mean correction almost unchanged, because $k_BT$ is only 0.001 of the Fermi energy. The numerical output lists the values used here.

## Computed results

```
crossing angle 0.10 rad: length diff 0.005002, s*u 0.005000
encounters on map orbit: found 22759, expected 22619
fraction with y in lower half of range: 0.497
survival: one stretch 0.3054, both 0.3014
survival if independent: 0.0933
K=200, alpha=0.1: F integral 0.5578, formula 0.5578
K=200, alpha=0.01: F integral 0.9430, formula 0.9430
K=200, alpha=0.001: F integral 0.9942, formula 0.9941
encounter integral at alpha=0: 6.9e-17
channels N1, N2: 2, 4
diagonal transmission: 1.3333
loop-pair correction: -0.2222
sum of the two terms: 1.1111
random matrices, symmetric: 1.1444 +- 0.0012
N1*N2/(N+1): 1.1429
random matrices, symmetry broken: 1.3343
rms transmission fluctuation: 0.301
backscattering: same channel 0.2858, other 0.1428
N1=N2=6: shift -0.236, in field -0.120 +- 0.004
  leading theory -0.250 and -0.125, next order 0.021
effective mass: 0.07 m_e; Fermi wavelength: 50 nm
cavity radius: 1000 nm; area: 1.785 um2
opening widths: 55 and 105 nm
Fermi speed: 2.078e+05 m/s; Fermi energy: 8.59 meV
Heisenberg time: 1080 ps
dwell time T_H/N: 180 ps; from widths: 169 ps
dwell time in R/v: simulated 35.15, formula 35.06
survival at dwell time: 0.351; exponential 0.368
classical 1->2 probability: 0.654; ergodic 0.656
nonergodic shift of transmission: -0.005
opening near arc centre: 1->2 probability 0.571
prompt return to opening 2: 0.032; near arc centre 0.178
Lyapunov exponent: 0.4307 v/R; shift from shorter run -0.0000
Lyapunov time: 11.2 ps; alpha: 0.0621
Ehrenfest factor, K=126: 0.716; with c^2 halved: 0.747
dephasing time: 1.0 ns; factor: 0.848
correction with both factors: -0.135
area diffusion: 0.0034 R^3 v; shift from shorter run -0.0000
field that halves the correction: 1.300 mT
closed-mode tunnelling, 100 nm contact: 8.9e-08
temperature: 0.1 K; kT*tau_D/hbar: 2.36
kT/Fermi energy: 1.0e-03
conductance quantum 2e2/h: 77.48 uS
diagonal conductance: 103.31 uS
conductance correction: -17.22 uS
```
